# Hybridisation gaps and heavy mass in slave-boson mean-field bands: a program that tests the result

```python
# Slave-boson mean field of the U=infinity spin-1/2 periodic Anderson model, flat band
# eps in [-D,D], rho=1/(2D) per spin, energies in eV from the band centre.
# H(eps)=[[eps,Vt],[Vt,e]], Vt^2=Z V^2, Z=b^2=1-n_f, e=ef+lambda, n electrons per site.
# Under test, with T_K = D exp(-(mu-ef) D/V^2):
#  insulator n=2: indirect gap ~ 2 T_K, direct (optical) gap 2Vt ~ 2 sqrt(T_K D);
#  metal: m*/m_c - 1 = (xi_F/V)^2/(1-n_f), xi_F = eps_F - mu; 1/Z = 1 - dSigma/domega.
import numpy as np
from scipy.optimize import brentq, root, minimize_scalar
from scipy.special import expit, lambertw
from scipy import constants as C

KB = C.k / C.e
CM = C.e / (C.h * C.c * 100)

def out(label, val, unit=""):
    print(f"{label}: {val:.5g} {unit}".rstrip())

def grid(a, b, panels=400):
    x, w = np.polynomial.legendre.leggauss(8)
    edges = np.linspace(a, b, panels + 1)
    h = (b - a) / panels / 2
    mid = (edges[1:] + edges[:-1]) / 2
    return (mid[:, None] + h * x).ravel(), np.tile(h * w, panels)

def ham(eps, e, Vt):
    eps = np.atleast_1d(eps)
    H = np.zeros((eps.size, 2, 2))
    H[:, 0, 0], H[:, 1, 1], H[:, 0, 1], H[:, 1, 0] = eps, e, Vt, Vt
    return H

def levels(eps, e, Vt):
    return np.linalg.eigvalsh(ham(eps, e, Vt))

def depth(x, y):  # e - E_minus at eps - e = x, y = Vt^2
    R = np.sqrt(x * x + 4 * y)
    return 2 * y / (R + x) if x > 0 else (R - x) / 2

def closed_form(D, V, ef, n):  # derived closed-form saddle point
    eF = (n - 1) * D
    def level(Z):
        y = Z * V * V
        f = lambda e: n - (depth(-D - e, y) - depth(eF - e, y)) / D - 1 + Z
        return brentq(f, -3 * D, 5 * D, xtol=1e-16, maxiter=500)
    def res(lz):
        Z = np.exp(lz); e = level(Z); y = Z * V * V
        return e - ef - V * V / D * np.log(depth(-D - e, y) / depth(eF - e, y))
    Z = np.exp(brentq(res, -30, -0.1, xtol=1e-14))
    return level(Z), Z

def averages(x, w, D, e, Vt, occ):  # n_c, n_f, <c+f> summed over spin, from eigenvectors
    E, U = np.linalg.eigh(ham(x, e, Vt))
    f = occ(E) * (w / D)[:, None]
    return (f * U[:, 0]**2).sum(), (f * U[:, 1]**2).sum(), (f * U[:, 0] * U[:, 1]).sum(), E

lower = lambda E: np.array([1.0, 0.0]) * np.ones_like(E)

def check_saddle(D, V, ef, n):
    e0, Z0 = closed_form(D, V, ef, n)
    x, w = grid(-D, (n - 1) * D)
    def res(p):
        b = np.exp(p[1] / 2)
        _, nf, cf, _ = averages(x, w, D, p[0], V * b, lower)
        return [nf + b * b - 1, p[0] - ef + V * cf / b]
    s = root(res, [e0 + 0.01, np.log(Z0) + 0.2], tol=1e-13)
    assert np.max(np.abs(res(s.x))) < 1e-10
    assert abs(s.x[0] - e0) < 1e-8 and abs(s.x[1] - np.log(Z0)) < 1e-7
    En = lambda b, l: (w / D) @ levels(x, ef + l, V * b)[:, 0] + l * (b * b - 1)
    b, l, h = np.sqrt(Z0), e0 - ef, 1e-5
    db = lambda bb: (En(bb + h, l) - En(bb - h, l)) / (2 * h)
    assert abs(db(b)) < 1e-7 and abs(db(1.2 * b)) > 1e-4
    assert abs(En(b, l + h) - En(b, l - h)) / (2 * h) < 1e-7

for p in [(1, .2, -.2, 2), (1, .2, -.4, 2), (1, .2, .3, 2), (2, .3, -.2, 2), (1, .2, -.4, 1.8)]:
    check_saddle(*p)

def insulator(D, V, ef):  # gaps from diagonalisation
    e, Z = closed_form(D, V, ef, 2)
    Vt = V * np.sqrt(Z)
    E = levels(np.linspace(-D, D, 2001), e, Vt)
    top, bot = E[:, 0].max(), E[:, 1].min()
    m = minimize_scalar(lambda x: np.diff(levels(x, e, Vt)[0])[0], bounds=(-D, D),
                        method="bounded", options={"xatol": 1e-11})
    mu = (top + bot) / 2
    TK = D * np.exp(-(mu - ef) * D / V**2)
    assert abs(m.fun / (2 * Vt) - 1) < 1e-8 and abs(m.x - e) < 1e-6
    assert abs(e - Z * (D + bot - top)) < 1e-12
    return dict(e=e, Z=Z, Vt=Vt, top=top, bot=bot, ind=bot - top, dir=m.fun, mu=mu, TK=TK)

def impurity(D, V, ef_mu):  # impurity saddle point by imaginary-axis quadrature
    s, ws = grid(-36, 20, 112)
    om = np.exp(s); w = ws * om; g = -1j * np.arctan(D / om) / D
    G = lambda e, Z: 1 / (1j * om - e - Z * V * V * g)
    level = lambda Z: np.exp(brentq(lambda t: Z + 2 / np.pi * (w @ G(np.exp(t), Z).real), -80, 2.5))
    def res(lz):
        Z = np.exp(lz); e = level(Z)
        return e - ef_mu + 2 * V * V / np.pi * (w @ (g * G(e, Z)).real)
    Z = np.exp(brentq(res, -18, -0.1))
    return np.hypot(level(Z), np.pi * Z * V * V / (2 * D)), Z

scan = []
for D, V, ef in [(1, .2, x) for x in (-.2, -.25, -.3, -.35, -.4, -.45, -.5)] + [(2, .3, -.3), (1, .3, -.4)]:
    r = insulator(D, V, ef); Z, t = r["Z"], r["TK"] / D
    c, tol = 1 - Z * Z + t, 3 * (Z * Z + t)**2 + 1e-8
    assert abs(r["ind"] / (2 * r["TK"]) - c) < tol
    assert abs(r["dir"] / (2 * np.sqrt(r["TK"] * D)) - c) < tol
    kap = (D / V)**4
    assert abs(lambertw(kap * np.exp(ef * D / V**2)).real / kap / t - 1) < 3 * Z * Z + 2 * t
    Ti, Zi = impurity(D, V, ef - r["mu"])
    bound = 3 * Z * Z + 2 * t * np.log(1 / t) + 1e-6
    assert abs(Ti / r["TK"] - 1) < bound and abs(Z / Zi / (np.pi / 2) - 1) < 2 * bound
    if (D, V) == (1, .2):
        scan.append((Ti, r["ind"], r["dir"]))
L = np.log(np.array(scan))
s_ind, s_dir = np.polyfit(L[:, 0], L[:, 1], 1)[0], np.polyfit(L[:, 0], L[:, 2], 1)[0]
assert abs(s_ind - 1) < 5e-3 and abs(s_dir - 0.5) < 5e-3

D, V, ef = 1.0, 0.2, -0.2
r = insulator(D, V, ef); e, Z, Vt, TK = r["e"], r["Z"], r["Vt"], r["TK"]
Ti, Zi = impurity(D, V, ef - r["mu"])
# chemical potential at low T from electron-hole balance
x, w = grid(-D, D); E = levels(x, e, Vt); T = r["ind"] / 40
bal = lambda m: np.log(w @ expit((m - E[:, 1]) / T)) - np.log(w @ expit((E[:, 0] - m) / T))
muT = brentq(bal, r["top"], r["bot"], xtol=1e-15)
shift = T / 2 * np.log((1 + Vt**2 / (e - r["top"])**2) / (1 + Vt**2 / (r["bot"] - e)**2))
assert abs(muT - r["mu"] - shift) < 0.1 * abs(shift)  # edge DOS varies by O(T/T_K)
# interband optical weight by explicit sum over eps
M = 100000; xs = -D + (np.arange(M) + 0.5) * 2 * D / M
Eo, Uo = np.linalg.eigh(ham(xs, e, Vt)); dE = Eo[:, 1] - Eo[:, 0]
wt = (Uo[:, 0, 0] * Uo[:, 0, 1])**2 / dE * 2 * D / M
for Om in (2.1 * Vt, 4 * Vt / np.sqrt(3), 4 * Vt, 10 * Vt):
    assert abs(wt[dE < Om].sum() - 0.5 * np.sqrt(1 - 4 * Vt**2 / Om**2)) < 2e-4
order = np.argsort(dE); half = dE[order][np.searchsorted(np.cumsum(wt[order]), wt.sum() / 2)]

out("D", D, "eV"); out("V", V, "eV"); out("2 rho V^2", V * V / D, "eV")
out("insulator n=2, ef", ef, "eV")
out("Z = 1 - n_f", Z); out("n_f", 1 - Z); out("1/Z", 1 / Z)
out("renormalised level e", 1e3 * e, "meV"); out("midgap mu", 1e3 * r["mu"], "meV")
out("lambda", e - ef, "eV"); out("(mu-ef)/(2 rho V^2)", (r["mu"] - ef) * D / V**2)
out("Vt", 1e3 * Vt, "meV")
out("delta_t", 1e3 * (e - r["top"]), "meV"); out("delta_b", 1e3 * (r["bot"] - e), "meV")
out("T_K", 1e3 * TK, "meV"); out("T_K", TK / KB, "K")
t0, kap = np.exp(ef * D / V**2), (D / V)**4
out("D t0", 1e3 * D * t0, "meV"); out("kappa t0", kap * t0)
out("D W(kappa t0)/kappa", 1e3 * D * lambertw(kap * t0).real / kap, "meV")
out("impurity scale", 1e3 * Ti, "meV"); out("Z_lattice/Z_imp", Z / Zi)
out("indirect gap", 1e3 * r["ind"], "meV"); out("indirect gap", r["ind"] / KB, "K")
out("direct gap", 1e3 * r["dir"], "meV"); out("direct gap", r["dir"] * CM, "cm^-1")
out("indirect/(2 T_K)", r["ind"] / (2 * TK)); out("direct/(2 sqrt(T_K D))", r["dir"] / (2 * np.sqrt(TK * D)))
out("1 - Z^2 + T_K/D", 1 - Z * Z + TK / D)
out("direct/indirect", r["dir"] / r["ind"]); out("sqrt(D/T_K)", np.sqrt(D / TK))
out("half-weight frequency (sum)", 1e3 * half, "meV"); out("4 Vt/sqrt3", 4e3 * Vt / np.sqrt(3), "meV")
out("(mu - midgap)/T at T = gap/40", (muT - r["mu"]) / T)
out("scan: largest/smallest impurity scale", scan[0][0] / scan[-1][0])
out("slope ln(indirect) vs ln(T_imp)", s_ind); out("slope ln(direct) vs ln(T_imp)", s_dir)
mv = insulator(D, V, 0.3)
assert abs(mv["ind"] / (2 * mv["TK"]) - 1) > 0.1
out("mixed valence ef=+0.3 eV: Z", mv["Z"]); out("  indirect/(2 T_K)", mv["ind"] / (2 * mv["TK"]))
out("  direct/(2 sqrt(T_K D))", mv["dir"] / (2 * np.sqrt(mv["TK"] * D)))

# metal
n, ef = 1.8, -0.4
e, Z = closed_form(D, V, ef, n); Vt = V * np.sqrt(Z); eF = (n - 1) * D
mu = levels(eF, e, Vt)[0, 0]; xi = eF - mu; h = 1e-4
mass = lambda lev, v: 2 * h / (levels(eF + h, lev, v)[0, 0] - levels(eF - h, lev, v)[0, 0])
m_star = mass(e, Vt)
assert abs(m_star / (1 + xi**2 / (Z * V * V)) - 1) < 1e-6
e_ref = brentq(lambda l: levels(eF, l, V)[0, 0] - mu, mu, mu + D, xtol=1e-15)
m_ref = mass(e_ref, V)
assert abs(e_ref - mu - V * V / xi) < 1e-12 and abs((m_star - 1) / (m_ref - 1) * Z - 1) < 1e-6
xg, wg = grid(-D, eF); nc, nf, _, _ = averages(xg, wg, D, e, Vt, lower)
Eb = levels(-D, e, Vt)[0]
assert abs(nc - (mu - Eb[0]) / D) < 1e-10 and abs(xi - nf * D - (Eb[1] - e)) < 1e-10
def sigma(om, ek):
    G = Z * np.linalg.inv(om * np.eye(2) - ham(ek, e, Vt)[0])[1, 1]
    return om - ef - V * V / (om - ek) - 1 / G
for ek in (-0.6, 0.3):
    assert abs(1 - (sigma(mu + h, ek) - sigma(mu - h, ek)) / (2 * h) - 1 / Z) < 1e-7
    assert abs(ef + sigma(mu, ek) - e_ref) < 1e-10
Ts = nc * D * np.exp(-(mu - ef) * D / V**2)
assert abs((e - mu) / Ts - 1) < 1.5 * Z and abs(m_star * Ts / (nf * D) - 1) < 1.5 * Z
# entropy of the self-consistent finite-T solution at fixed n
T = 1e-5
def resT(p):
    b, m = np.exp(p[1] / 2), p[0] - np.exp(p[2])
    a, f, cf, _ = averages(x, w, D, p[0], V * b, lambda E: expit((m - E) / T))
    return [f + b * b - 1, p[0] - ef + V * cf / b, a + f - n]
s = root(resT, [e, np.log(Z), np.log(e - mu)], tol=1e-13)
assert np.max(np.abs(resT(s.x))) < 1e-10
u = np.abs(levels(x, s.x[0], V * np.exp(s.x[1] / 2)) - s.x[0] + np.exp(s.x[2])) / T
S = (w / D) @ (np.log1p(np.exp(-u)) + u * expit(-u)).sum(axis=1)
m_entropy = S / T / (np.pi**2 / 3 / D)
assert abs(m_entropy / m_star - 1) < 3e-3  # Sommerfeld correction ~ 40 (T/T*)^2
def mu_of(nn):
    a, z = closed_form(D, V, ef, nn)
    return levels((nn - 1) * D, a, V * np.sqrt(z))[0, 0]
comp = 2 * h / (mu_of(n + h) - mu_of(n - h))
assert 0 < comp < 0.02 * m_star / D

out("metal n", n); out("metal ef", ef, "eV"); out("eps_F", eF, "eV"); out("mu", mu, "eV")
out("xi_F", xi, "eV"); out("n_f", nf); out("n_c", nc); out("Z", Z); out("1/(1-n_f)", 1 / (1 - nf))
out("e - mu", 1e3 * (e - mu), "meV"); out("T*", 1e3 * Ts, "meV"); out("2 Vt", 2e3 * Vt, "meV")
out("m*/m_c (band slope)", m_star); out("m*/m_c (entropy, T=0.01 meV)", m_entropy)
out("n_f D/T*", nf * D / Ts); out("U=0 reference level - mu", 1e3 * (e_ref - mu), "meV")
out("m_ref/m_c", m_ref); out("m*/m_ref", m_star / m_ref)
out("gamma", np.pi**2 / 3 * m_star / D * KB**2 * C.e * C.N_A * 1e3, "mJ/(mol K^2)")
out("self-consistent dn/dmu", comp, "1/eV")
print("verified")
```

Output:

```
D: 1 eV
V: 0.2 eV
2 rho V^2: 0.04 eV
insulator n=2, ef: -0.2 eV
Z = 1 - n_f: 0.049143
n_f: 0.95086
1/Z: 20.349
renormalised level e: 49.336 meV
midgap mu: 49.24 meV
lambda: 0.24934 eV
(mu-ef)/(2 rho V^2): 6.231
Vt: 44.336 meV
delta_t: 2.0633 meV
delta_b: 1.87 meV
T_K: 1.9675 meV
T_K: 22.832 K
D t0: 6.7379 meV
kappa t0: 4.2112
D W(kappa t0)/kappa: 1.9687 meV
impurity scale: 1.9929 meV
Z_lattice/Z_imp: 1.5513
indirect gap: 3.9332 meV
indirect gap: 45.643 K
direct gap: 88.673 meV
direct gap: 715.2 cm^-1
indirect/(2 T_K): 0.99955
direct/(2 sqrt(T_K D)): 0.99955
1 - Z^2 + T_K/D: 0.99955
direct/indirect: 22.545
sqrt(D/T_K): 22.545
half-weight frequency (sum): 102.26 meV
4 Vt/sqrt3: 102.39 meV
(mu - midgap)/T at T = gap/40: -0.094018
scan: largest/smallest impurity scale: 535.98
slope ln(indirect) vs ln(T_imp): 0.99817
slope ln(direct) vs ln(T_imp): 0.49908
mixed valence ef=+0.3 eV: Z: 0.43665
  indirect/(2 T_K): 0.81075
  direct/(2 sqrt(T_K D)): 0.81856
metal n: 1.8
metal ef: -0.4 eV
eps_F: 0.8 eV
mu: -0.15731 eV
xi_F: 0.95731 eV
n_f: 0.95519
n_c: 0.84481
Z: 0.04481
1/(1-n_f): 22.316
e - mu: 1.8723 meV
T*: 1.9577 meV
2 Vt: 84.674 meV
m*/m_c (band slope): 512.29
m*/m_c (entropy, T=0.01 meV): 512.41
n_f D/T*: 487.91
U=0 reference level - mu: 41.784 meV
m_ref/m_c: 23.911
m*/m_ref: 21.425
gamma: 1207.5 mJ/(mol K^2)
self-consistent dn/dmu: 1.932 1/eV
verified
```
